Equilibria, Stability and Trojan Packets of Hydrogen in a Rotating Field

**Problem**

A hydrogen atom (fixed nucleus, no spin, dipole approximation, atomic units) is driven by a field of strength F > 0 rotating in the xy plane at angular frequency ω. The electron has charge −1, so

H(t) = p²/2 − 1/r + F(x cos ωt + y sin ωt).

Write ω = n₀⁻³ and F₀ = Fω^(−4/3) = Fn₀⁴. (a) Where can the electron rest in the rotating frame? (b) What are the small-oscillation frequencies there, and for which fields is the motion stable? (c) When does a nonspreading Gaussian (Trojan) packet exist at harmonic order, and how wide is it? (d) Evaluate for n₀ = 60, F₀ = 0.045.

**First estimate**

A circular Kepler orbit with action n has radius n², energy −1/(2n²) and L_z = n. The rotating-frame energy K = H − ωL_z, derived below, is then −1/(2n²) − ωn + Fn² cos φ, with φ the angle from the field, conjugate to n. The field-free part is stationary where n⁻³ = ω, at n = n₀, and has second derivative −3/n₀⁴. Hence

K ≈ const − (3/2n₀⁴) δn² + Fn₀² cos φ.

This pendulum has negative inertia. At φ = 0 both terms are maxima, K ≈ −[(3/2n₀⁴)δn² + Fn₀²φ²/2], and the motion is an oscillation of negative energy with Ω² = 3F/n₀², or Ω = ω√(3F₀). At φ = π the same number is a growth rate. Radial and vertical motions keep the Kepler frequency ω. An oscillator of inertia I has ⟨φ²⟩ = 1/(2IΩ), so

⟨φ²⟩ ≈ √3/(2n₀√F₀), σ_radial/n₀² ≈ σ_z/n₀² ≈ (2ω)^(−1/2)/n₀² = (2n₀)^(−1/2).

The estimate assumes Ω ≪ ω and should fail by F₀ ~ 1/3.

**Rotating frame**

Put ψ_lab = exp(−iωtL_z)ψ. The operator exp(iωtL_z) shifts the azimuth by ωt and turns ρ cos(φ − ωt) into x, with ρ the distance from the z axis; the time derivative of the exponential supplies −ωL_z:

K = p²/2 − 1/r − ω(xp_y − yp_x) + Fx.

An eigenstate of K rotates rigidly in the laboratory, which is the meaning of nonspreading. With U = −1/r + Fx, Hamilton's equations are ẋ = p_x + ωy, ẏ = p_y − ωx, ṗ_x = −U_x + ωp_y, ṗ_y = −U_y − ωp_x. Differentiating ẋ, ẏ and eliminating the momenta gives

ẍ − 2ωẏ = −V_x, ÿ + 2ωẋ = −V_y, z̈ = −V_z,
V = −1/r + Fx − ω²(x² + y²)/2.

In terms of velocities, p²/2 = |ṙ|²/2 + ω(xẏ − yẋ) + ω²ρ²/2 and ωL_z = ω(xẏ − yẋ) + ω²ρ², so K = |ṙ|²/2 + V.

**(a) Equilibria**

The conditions are V_z = z/r³ = 0, V_y = y(r⁻³ − ω²) = 0 and V_x = x(r⁻³ − ω²) + F = 0. The first gives z = 0. If y ≠ 0 then r⁻³ = ω² and V_x = F ≠ 0, so y = 0. Let a = |x| and q = 1/(ω²a³), the ratio of Coulomb to centrifugal force, so that a = q^(−1/3)ω^(−2/3). At x = +a,

ω²a = 1/a² + F, F = ω²a(1 − q), F₀ = f(q) ≡ q^(−1/3) − q^(2/3).

At x = −a the condition −1/a² + F + ω²a = 0 reads −F₀ = f(q). Both terms of f decrease with q, f runs from +∞ to −∞, and f(1) = 0. There is thus exactly one equilibrium on each side: q < 1 at x = +a, where the force −F points toward the nucleus, and q > 1 at x = −a. At x = +a, ẏ = 0 means p_y = ωa, and with 1/a = qω²a²,

K₀ = −1/a + Fa − ω²a²/2 = ω²a²(1 − 4q)/2.

**(b) Frequencies and window**

From ∂_i∂_j(−1/r) = δ_ij/r³ − 3x_ix_j/r⁵ the Hessian of U is ω² diag(−2q, q, q), so

V_xx = −αω², V_yy = −βω², V_zz = qω², α = 1 + 2q, β = 1 − q.

For q < 1 the point is an in-plane maximum of V, and only the Coriolis terms can hold the electron. Vertically ω_z = ω√q. For the displacements ξ, η, with time in units of 1/ω,

ξ̈ − 2η̇ = αξ, η̈ + 2ξ̇ = βη.

For exp(λt) the matrix has rows (λ² − α, −2λ) and (2λ, λ² − β). Its determinant (λ² − α)(λ² − β) + 4λ², with α + β = 2 + q, gives

λ⁴ + (2 − q)λ² + αβ = 0.

The discriminant is (4 − 4q + q²) − 4(1 + q − 2q²) = 9q² − 8q. With λ = iΩ and ω_± = ωΩ_±,

Ω_±² = [2 − q ± √(9q² − 8q)]/2, Ω₊²Ω₋² = αβ, ω₊² + ω₋² + ω_z² = 2ω².

Two distinct negative roots λ² need a positive discriminant (q > 8/9, as q > 0), a positive product (q < 1) and a negative sum (q < 2). The linearised motion is bounded for

8/9 < q < 1, that is 0 < F₀ < f(8/9) = (1/9)(9/8)^(1/3) = 0.11556.

For q < 8/9 the λ² are complex and the four exponents ±λ, ±λ* include growing ones. For q > 1 the product is negative and λ² = [−(2 − q) + √(9q² − 8q)]/2 > 0, so x = −a is always unstable. Both ends are excluded. At q = 8/9, Ω_±² = 5/9 (Ω = 0.74536) is a double root, but the off-diagonal elements ∓2λ do not vanish, so the matrix has rank one and a single null vector; the second solution grows as t exp(iΩt). At q = 1 the field vanishes, Ω₋ = 0, and ξ = const, η̇ = −3ξ/2 is a solution: neighbouring Kepler circles drift apart.

The sign of each mode's energy follows from ξ = c sin Ωt, η = τc cos Ωt. The two equations give 2Ωτ = Ω² + α and τ(Ω² + β) = 2Ω; multiplying them, τ² = (Ω² + α)/(Ω² + β). At t = 0, ξ = η̇ = 0, and the quadratic part of |ṙ|²/2 + V is

E = (c²/2)(Ω² − βτ²) = (c²/2)(Ω⁴ − αβ)/(Ω² + β).

Since αβ = Ω₊²Ω₋², E is positive for the fast mode and negative for the slow one, as the pendulum suggested. Each mode is an oscillator carrying that sign, so at harmonic order

K ≈ K₀ + ω₊(N₊ + ½) − ω₋(N₋ + ½) + ω_z(N_z + ½).

The packet sought is the vacuum N₊ = N₋ = N_z = 0, which is not the lowest level.

**(c) Gaussian packet**

Set x = a + ξ, p_y = ωa + π_η; the shift is the factor exp(iωaη). The terms linear in π_η cancel (ωa − ωa), and those linear in ξ sum to (1/a² + F − ω²a)ξ = 0. In units ω = 1, with lengths in ω^(−1/2),

K₂ = π²/2 − (ξπ_η − ηπ_ξ) + (−2qξ² + qη² + qζ²)/2.

The vertical factor is exp(−√q ζ²/2). In the plane try g = exp[−(Aξ² + Bη² + 2iDξη)/2] with real A, B, D. Then ∂_ξ g = −w₁g and ∂_η g = −w₂g, with w₁ = Aξ + iDη, w₂ = iDξ + Bη. The kinetic term gives

(A + B)/2 − (w₁² + w₂²)/2 = (A + B)/2 − [(A² − D²)ξ² + (B² − D²)η² + 2iD(A + B)ξη]/2.

With π = −i∂, the rotation term is i(ξ∂_η − η∂_ξ) and gives

−i(ξw₂ − ηw₁) = Dξ² − Dη² − i(B − A)ξη.

The coefficients of ξ², η² and ξη must vanish:

A² = D² + 2D − 2q, B² = D² − 2D + q, D(A + B) = A − B.

Let S = A + B. The third equation gives A = S(1 + D)/2, B = S(1 − D)/2. The first two read A² = (1 + D)² − α and B² = (1 − D)² − β, so

(1 + D)²(4 − S²) = 4α, (1 − D)²(4 − S²) = 4β.

Normalisability needs A, B > 0, that is S > 0 and |D| < 1. The first relation forces 4 − S² > 0; the second then forces β > 0, or q < 1. Taking positive roots with u = √α, v = √β and adding gives √(4 − S²) = u + v. Therefore

S² = 4 − (u + v)², D = (u − v)/(u + v), A = Su/(u + v), B = Sv/(u + v).

S² = 2 − q − 2uv is positive when (2 − q)² > 4αβ, which is q > 8/9 again. Also S² = Ω₊² + Ω₋² − 2Ω₊Ω₋, so the eigenvalue S/2 equals (Ω₊ − Ω₋)/2, the vacuum energy found above. No more general Gaussian escapes the window: a stationary normalisable Gaussian has a positive-definite phase-space covariance invariant under the linear flow, and its inverse is a conserved norm that bounds every trajectory. From |ψ|², restoring ω,

σ_ξ² = 1/(2ωA), σ_η² = 1/(2ωB), σ_ζ² = 1/(2ω√q), ωa² = n₀q^(−2/3).

At fixed q each σ/a scales as n₀^(−1/2), so the harmonic packet is the leading term for large n₀, provided q avoids the 1:2 and 1:3 resonances of the next section, where the vacuum is degenerate with excited harmonic levels to which the cubic and quartic terms can couple it. It fails near q = 1, where B → 0 and the packet spreads round the orbit, and near q = 8/9, where S → 0. To the same order one may use η ≈ (a + ϱ)φ, with ϱ = ρ − a and s = aφ: the phase ωaη becomes ωa²φ + ωϱs, giving a curved Gaussian with ξ → ϱ, η → s, D → D − 1.

**Limits of the window**

The window is a linear statement. Because the slow mode has negative energy, its amplitude evolves as a₋ ∝ exp(+iω₋t) while a₊ ∝ exp(−iω₊t). The cubic part of −1/r, (ξ³ − 3ξη²/2)/a⁴ in the plane, contains a₊a₋² and its conjugate, which are stationary when ω₊ = 2ω₋. The conjugate creates one fast and two slow quanta at no energy cost and conserves N₋ − 2N₊, which by itself sets no bound on either. With Ω₊² = k²Ω₋², the sum and product rules give k²(2 − q)²/(1 + k²)² = αβ. For k = 2 this is 4(2 − q)² = 25(1 + q − 2q²), or 54q² − 41q − 9 = 0, so q = 0.93711 and F₀ = 0.06427. For k = 3, 9(2 − q)² = 100(1 + q − 2q²) gives 209q² − 136q − 64 = 0, q = 0.96729, F₀ = 0.03307. Resonances of higher order also lie in the window, for example 2ω₊ = 3ω₋ at q = 0.9103; they enter through higher terms of the expansion, which are smaller by further powers of n₀^(−1/2).

The resonant coefficient is not evaluated here; the evidence is numerical. Planar orbits of the full equations, started at rest with η = 0.02 in units of ω^(−2/3), were integrated by an eighth-order Runge–Kutta method. At q = 0.93711 the orbit reached the stopping distance 0.12 after 81 field periods. At q = 0.92 and 0.955 the largest distances in 637 periods were 0.049 and 0.031; this shows confinement for that time and that start only. The 1:3 resonance was not examined. The exact quantum state is coupled to the continuum and is a resonance, whose width is not computed here.

**(d) Numbers for n₀ = 60, F₀ = 0.045**

The drive is ω = 60⁻³ = 4.62963×10⁻⁶ a.u., or ω/2π = 30.46 GHz (period 32.83 ps). The field is F = 0.045/60⁴ = 3.472×10⁻⁹ a.u. = 17.85 V/cm, and the critical field F₀ = 0.11556 is 45.85 V/cm. Numerical root finding for f(q) = 0.045 gives q = 0.955675, between the two resonances. Then a = 60² q^(−1/3) = 3654.8 bohr = 193.4 nm and ωa² = 61.841. With α = 2.91135, β = 0.04433 and √(9q² − 8q) = 0.75791,

Ω_±² = (2 − 0.955675 ± 0.75791)/2, Ω₊ = 0.94927, Ω₋ = 0.37843, ω_z/ω = 0.97759,

or 28.92, 11.53 and 29.78 GHz. The detunings are ω₊ − 2ω₋ = 0.192ω and ω₊ − 3ω₋ = −0.186ω. The root of f(q) = −0.045 is q = 1.045675, with growth rate 0.36082ω.

For the packet u = 1.70627, v = 0.21054, and S = 0.94927 − 0.37843 ≈ 0.5708. Then A = Su/(u + v) = 0.50815, B = Sv/(u + v) = 0.06270, D = 0.78033. The widths are σ_ξ = √(60³/(2 × 0.50815)) = 461 bohr, σ_η = 1312 bohr and σ_ζ = 332 bohr, or 0.126, 0.359 and 0.091 of a. The level is K₀ = 61.841 × (1 − 4 × 0.955675)ω/2 = −87.28ω plus the zero-point term (0.94927 − 0.37843 + 0.97759)ω/2 = 0.7742ω, in all −4.00488×10⁻⁴ hartree.

The full K was also diagonalised in bound hydrogen states |n l m⟩ with n within about 1.85√n₀ of the Kepler action of the equilibrium orbit, n − l − 1 ≤ 6 and l − m = 0, 2, 4 (609 states for n₀ = 60, 1239 for n₀ = 240), with matrix elements by Gauss–Legendre quadrature. The state of largest overlap with the curved Gaussian was selected; the lines are its strongest transitions under the operator y, upward and downward in K.

n₀ = 60: E − K₀ = 0.7769ω, lines at +0.952ω and −0.366ω, ⟨y²⟩/σ_η² = 0.96.
n₀ = 240: E − K₀ = 0.7747ω, lines at +0.950ω and −0.376ω, ⟨y²⟩/σ_η² = 0.99.

A basis of 1260 states leaves 0.7769ω unchanged at this precision. A cylindrical grid basis, which includes a box-discretised continuum, moves both levels by less than 0.0001ω and the lines by less than 0.001ω, and reproduces ⟨y²⟩ and the overlaps at n₀ = 240. At n₀ = 60 it gives ⟨y²⟩/σ_η² = 0.995 instead of 0.96 and shifts the overlaps quoted below by up to 0.004; ⟨y²⟩ is sensitive to small admixtures of extended states and is uncertain there by about 0.04. The level lies above the harmonic one by 0.0027ω and 0.0004ω. Second-order perturbation theory in the cubic and quartic terms gives a leading shift 0.081ω/n₀, or 0.0013ω and 0.0003ω; the remainder, 0.0014ω and 0.0001ω, falls roughly as 1/n₀². The slow line lies below the packet level, as a negative-energy mode requires, and at n₀ = 60 it is 3% smaller in magnitude than ω₋.

The wave function is less harmonic than the energy. The squared overlap is 0.833 and 0.955 for the curved Gaussian, but only 0.413 and 0.601 for the Cartesian one. Along the orbit (ϱ = 0) the curved phase is ωa²φ. The Cartesian phase is ωaη − ωDξη with η = a sin φ ≈ a(φ − φ³/6) and ξ = −a(1 − cos φ) ≈ −aφ²/2, that is ωa²[φ + (D/2 − 1/6)φ³] to third order. The difference ωa²φ³(D/2 − 1/6) is of order n₀^(−1/2) at φ ~ σ_η/a; for n₀ = 60 it is 61.8 × 0.359³ × 0.2235, about 0.64 rad, at one width. Without truncation the difference ωa²[sin φ(1 + D(1 − cos φ)) − φ] is 0.61 rad at one width and 4.1 rad at two. This phase accounts for nearly all of the loss: the curved modulus with the Cartesian phase has squared overlap 0.41 and 0.60, while the Cartesian modulus with the curved phase has 0.79 and 0.93.

**Estimate and exact solution compared**

The estimate is the limit v → 0. From v² = 1 − q = F₀q^(1/3) ≈ F₀(1 − F₀/3): 0.04433 against 0.045, and ωa² = 61.8 against n₀ = 60. With u² = 3 − 2v², the product rule gives Ω₋² ≈ 3v² and the sum rule Ω₊² ≈ 1 + v² − 3v² = 1 − 2v². One order further,

Ω₋ = uv/Ω₊ ≈ √3 v(1 − v²/3)(1 + v²) ≈ √(3F₀)(1 + F₀/2),

using v ≈ √F₀(1 − F₀/6). Sending F₀ → −F₀ gives the growth rate √(3F₀)(1 − F₀/2) at the opposite point. The pendulum value √(3 × 0.045) ≈ 0.37 accordingly lies between the exact 0.378 and 0.361.

The in-plane widths converge more slowly, because they are series in v = 0.21 rather than v². From S² = 1 + v² − 2uv, S ≈ 1 − √3 v, and u/(u + v) ≈ 1 − v/√3, so

A ≈ 1 − 4v/√3, 1/(2B) ≈ (√3 + v)(1 + √3 v)/(2v) ≈ √3/(2v) + 2.

The estimate took A = 1, whereas 1 − 4 × 0.2105/√3 ≈ 0.51; hence σ_ξ/a = 0.126 instead of (2 × 60)^(−1/2) ≈ 0.091, a value that does fit σ_ζ/a. In 1/(2B) the first term is the pendulum's n₀⟨φ²⟩. The constant 2 equals the zero-point spread of the fast mode along the orbit: at q → 1 that mode has τ = (1 + 3)/2 = 2 and ⟨ξ²⟩ = 1/2, so ⟨η²⟩ = 4 × 1/2. The pendulum omits this and the terms of order v and higher, which add another 1.9 here, and gives [√3/(120√0.045)]^(1/2) ≈ 0.26 rad against 0.359.

The pendulum has no upper edge. The guess F₀ ~ 1/3 from Ω ~ ω is about three times the true 0.1156, because ω₊ falls while ω₋ rises faster than the pendulum value, which is only √(3 × 0.1156) ≈ 0.59 at the edge, and the two modes of opposite energy meet at 0.745ω.
